# How sample rotation averages anisotropic curvature coefficients in ion-beam sputtering

**Q:** An oblique ion beam singles out a direction on the surface it erodes. People turn the sample to get rid of that direction, but at each instant the beam still comes from one side. What equation are we arguing about?

**A:** Take a surface that is flat on average, laterally uniform, and struck by a broad beam at a fixed angle from the normal. Let $u$ be the coordinate along the beam's projection on the surface and $w$ the one across it. The height $h$ is measured in a frame that sinks with the mean surface. For small slopes I use the linear model

$$h_t=\gamma\,\partial_u h+S_1\,\partial_u^2h+S_2\,\partial_w^2h-B\nabla^4h,\qquad B>0 .$$

The first term shifts a pattern sideways, because the erosion speed depends on the local angle of incidence. The next two make the height change depend on curvature, both through erosion and through atoms that the beam pushes along the surface without removing them. A positive $S_2$, as in the examples below, needs the second contribution: in the usual Gaussian picture of energy deposition, erosion alone makes $S_2$ negative. In a trough $\partial_u^2h>0$, so a negative $S_1$ makes $h_t$ negative there and the trough deepens: negative coefficients destabilize. The last term stands for smoothing by surface transport, taken as isotropic.

**Q:** If the sample turns, don't you need an extra term for the rotation?

**A:** Not in coordinates $x,y$ fixed to the sample. A surface point keeps its coordinates, and what turns is the beam azimuth, $\varphi=\varphi_0+\Omega t$. Since the axis is the surface normal, the angle of incidence stays fixed. If the material has no preferred lateral direction, $\gamma$, $S_1$, $S_2$ and the mean erosion speed stay constant too. Only the directions of $u$ and $w$ change:

$$\partial_u=\cos\varphi\,\partial_x+\sin\varphi\,\partial_y,\qquad
\partial_w=-\sin\varphi\,\partial_x+\cos\varphi\,\partial_y .$$

**Q:** Then show me where an average could come from. I see two coefficients attached to two moving axes.

**A:** Square the derivatives. At a given instant $\varphi$ is the same everywhere on the surface, so

$$\partial_u^2=\cos^2\!\varphi\,\partial_x^2+2\sin\varphi\cos\varphi\,\partial_x\partial_y+\sin^2\!\varphi\,\partial_y^2,$$
$$\partial_w^2=\sin^2\!\varphi\,\partial_x^2-2\sin\varphi\cos\varphi\,\partial_x\partial_y+\cos^2\!\varphi\,\partial_y^2 .$$

Write $\bar S=(S_1+S_2)/2$ and $\Delta=S_1-S_2$, so that $S_1=\bar S+\Delta/2$ and $S_2=\bar S-\Delta/2$. The coefficient of $\partial_x^2$ is

$$S_1\cos^2\!\varphi+S_2\sin^2\!\varphi=\bar S+\tfrac{\Delta}{2}(\cos^2\!\varphi-\sin^2\!\varphi)=\bar S+\tfrac{\Delta}{2}\cos2\varphi .$$

That of $\partial_y^2$ is $\bar S-\tfrac{\Delta}{2}\cos2\varphi$. The mixed derivative carries $2\Delta\sin\varphi\cos\varphi=\Delta\sin2\varphi$. Together,

$$S_1\partial_u^2+S_2\partial_w^2=\bar S\,\nabla^2+\tfrac{\Delta}{2}\left[\cos2\varphi\,(\partial_x^2-\partial_y^2)+2\sin2\varphi\,\partial_x\partial_y\right].$$

The first part does not know where the beam is. The second changes sign when the beam turns by $90^\circ$.

**Q:** The average of an equation is not the equation of an average. The surface changes during the turn, so the second half of the turn acts on a different surface from the first. Why should the bracket cancel?

**A:** In general it need not, but here the operators at different azimuths commute, because their coefficients do not depend on $x$ or $y$. Fourier modes make this explicit. Let a mode be $h_{\mathbf k}(t)e^{i\mathbf k\cdot\mathbf r}$ with $\mathbf k=k(\cos\theta,\sin\theta)$. On it, $\partial_u$ gives $ik\cos(\varphi-\theta)$, while $\partial_w$ gives $-ik\sin(\varphi-\theta)$. Hence $\dot h_{\mathbf k}=\sigma(t)h_{\mathbf k}$ with

$$\sigma=i\gamma k\cos(\varphi-\theta)-k^2\left[\bar S+\tfrac{\Delta}{2}\cos2(\varphi-\theta)\right]-Bk^4 .$$

No mode feeds another. A scalar equation of this kind has the solution $h_{\mathbf k}(t)=h_{\mathbf k}(0)\exp\int_0^t\sigma\,dt'$, so the rates do add over time, although the surface itself changes.

Since $d\varphi=\Omega\,dt$, the integral of $\cos2(\varphi-\theta)$ brings a factor $1/(2\Omega)$ and that of $\cos(\varphi-\theta)$ a factor $1/\Omega$:

$$\begin{aligned}
\ln\frac{h_{\mathbf k}(t)}{h_{\mathbf k}(0)}={}&-(\bar Sk^2+Bk^4)t\\
&-\frac{\Delta k^2}{4\Omega}\left[\sin2(\varphi-\theta)-\sin2(\varphi_0-\theta)\right]\\
&+\frac{i\gamma k}{\Omega}\left[\sin(\varphi-\theta)-\sin(\varphi_0-\theta)\right].
\end{aligned}$$

After a whole turn $\varphi=\varphi_0+2\pi$, and both brackets vanish. What remains is the evolution produced by

$$h_t=\bar S\,\nabla^2h-B\nabla^4h,\qquad \bar S=\frac{S_1+S_2}{2}.$$

The direction $\theta$ has gone. The mean is arithmetic because growth rates add in the exponent. For the same reason the gains combine geometrically: at a given $k$, the gain under rotation is the geometric mean of the static gains along and across the beam.

**Q:** You never assumed that $\Omega$ is large. Was "rapid" rotation a red herring?

**A:** For the state after whole turns, in this linear model at uniform speed, yes. I integrated the rotating-beam equation step by step from a random surface, for 120 s, once with 20 turns and once with a single turn. Compared with the averaged law, the largest relative error of any mode was $4.6\times10^{-7}$ in the first case and $7.9\times10^{-9}$ in the second.

Speed matters between whole turns. The difference of two sines is at most 2, so the log-amplitude departs from its averaged course by at most

$$\frac{|\Delta|k^2}{2\Omega}.$$

A wave vector at $45^\circ$ to the starting azimuth reaches this limit after a quarter turn. Rotation is rapid when this number is small for the wave numbers that matter. The departure does not build up from turn to turn, so stopping at an arbitrary moment does no more harm after many turns than after one.

There is a second reason to turn fast. If a mode grows greatly during part of a slow turn, the surface may leave the small-slope regime before the rest of the turn can undo the growth, and then the linear cancellation no longer applies.

**Q:** And the sideways drift? It is of lower order in $k$, so I would expect it to be worse.

**A:** It is imaginary in the exponent, so it moves the pattern without changing its amplitude. The phase equals $\mathbf k\cdot\mathbf d$ with

$$\mathbf d=\frac{\gamma}{\Omega}\left(\sin\varphi-\sin\varphi_0,\;\cos\varphi_0-\cos\varphi\right).$$

As $\varphi$ advances, $\mathbf d$ runs round a circle of radius $|\gamma|/\Omega$ and returns after a whole turn. Half a turn is enough to cancel the curvature bracket, whose period is $180^\circ$, but it leaves the pattern displaced by the diameter of the circle.

**Q:** Does an isotropic equation mean a smooth surface?

**A:** No. The averaged growth rate is $\sigma(k)=-\bar Sk^2-Bk^4$. If $\bar S\ge0$, it is negative for every $k>0$. If $\bar S<0$, wave numbers with $k^2<-\bar S/B$ grow. Setting $d\sigma/d(k^2)=-\bar S-2Bk^2$ to zero gives the fastest mode and its rate:

$$k_*^2=-\frac{\bar S}{2B},\qquad
\sigma_*=\frac{\bar S^2}{2B}-\frac{\bar S^2}{4B}=\frac{\bar S^2}{4B}.$$

This holds for every $\theta$, so a full ring of wave vectors is selected instead of one axis. Without rotation, if $S_1<0$ and $S_1<S_2$, the most negative directional coefficient is $S_1$. The same steps then give $k_*^2=-S_1/(2B)$ and $\sigma_*=S_1^2/(4B)$, with the wave vector along the projected beam.

**Q:** Put numbers in. I want to see a case where the two coefficients have opposite signs.

**A:** Choose $S_1=-0.40$ and $S_2=0.10\ \mathrm{nm^2/s}$, with $B=1.5\ \mathrm{nm^4/s}$ and $\gamma=0.3\ \mathrm{nm/s}$. Then

$$\bar S=\frac{-0.40+0.10}{2}=-0.15\ \mathrm{nm^2/s},\qquad
k_*^2=\frac{0.15}{2(1.5)}=0.050\ \mathrm{nm^{-2}} .$$

The selected wavelength is $2\pi/k_*=28.1$ nm, against 17.2 nm without rotation. The peak growth rate falls from $0.0267$ to $0.00375\ \mathrm{s^{-1}}$.

Now hold the wavelength at 28.1 nm and the exposure at 120 s, so that only the rotation differs. With rotation the log-gain is

$$(0.15\times0.050-1.5\times0.0025)\times120=0.45,$$

which is a gain of 1.57. Without rotation, the log-gain along the beam is $(0.020-0.00375)\times120=1.95$. Across the beam it is $(-0.005-0.00375)\times120=-1.05$.

| Direction of $\mathbf k$ | Static gain | Rotated gain |
|---:|---:|---:|
| $0^\circ$ | 7.03 | 1.57 |
| $53.1^\circ$ | 1.03 | 1.57 |
| $90^\circ$ | 0.350 | 1.57 |
| $143.1^\circ$ | 2.39 | 1.57 |

The geometric mean can be read off: $\sqrt{7.03\times0.350}=1.57$.

**Q:** So the rotated surface gets rougher by more than half?

**A:** No, only its components with wavelengths near 28.1 nm do. A random surface with an initial rms roughness of 0.10 nm ends at 0.101 nm in the linear calculation. Growth is confined to $k^2<0.15/1.5=0.10\ \mathrm{nm^{-2}}$. The starting surface also contained shorter waves, up to $k^2=0.20\ \mathrm{nm^{-2}}$, and their decay nearly balances the growth. In this calculation, which leaves out the random removal of atoms, the total roughness hardly changes while its spectrum moves towards longer waves. The near balance is a property of this starting spectrum, not of rotation: averaged over random starts, the same initial rms spread evenly up to $k^2=0.10\ \mathrm{nm^{-2}}$ would end near 0.14 nm, and spread up to $0.40\ \mathrm{nm^{-2}}$ near 0.07 nm.

**Q:** Is 10 rpm fast enough?

**A:** It gives $\Omega=1.047\ \mathrm{rad/s}$. At the selected wavelength the largest departure within a turn is

$$\frac{0.50\times0.050}{2\times1.047}=0.012$$

in the log-amplitude, or about 1.2% in amplitude. A single turn in 120 s would allow 0.24, a factor of about 1.27. The drift circle at 10 rpm has a radius of 0.29 nm, about one hundredth of the wavelength.

**Q:** Can rotation remove the instability altogether?

**A:** Yes, if $S_1<0$ but $S_1+S_2>0$. Keep everything else fixed and take $S_1=-0.10$, $S_2=0.20\ \mathrm{nm^2/s}$, so that $\bar S=0.05\ \mathrm{nm^2/s}$. Without rotation, the largest gain among the modes of a periodic cell 140.5 nm wide is 1.22 after 120 s. With rotation, every mode has shrunk after each whole turn, although waves along the current beam direction can grow briefly within a turn, by about 0.1% at 10 rpm. The longest wave hardly changes, with a gain of 0.987, while a wave of 35.1 nm falls to 0.686.

The reverse is possible too. If the stable direction is only weakly stable, its stability is lost in the average, as in the first example: waves across the beam decay without rotation, but the long ones among them grow with it.

**Q:** Real turntables do not run perfectly evenly. Does the cancellation survive?

**A:** Not if the speed varies in step with the direction-dependent part of the curvature term. Suppose the speed is proportional to $1+\varepsilon\cos2\varphi$ with $|\varepsilon|<1$. The time spent near each azimuth is then proportional to $1/(1+\varepsilon\cos2\varphi)$. Put $\psi=2\varphi$. With $q=\tan(\psi/2)$, the normalization is

$$I=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\psi}{1+\varepsilon\cos\psi}
=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dq}{(1+\varepsilon)+(1-\varepsilon)q^2}
=\frac1{\sqrt{1-\varepsilon^2}} .$$

Because $\varepsilon\cos\psi=(1+\varepsilon\cos\psi)-1$, the same average with $\cos\psi$ in the numerator is $(1-I)/\varepsilon$. The time-weighted mean is therefore

$$m=\langle\cos2\varphi\rangle=\frac{1-I}{\varepsilon I}=\frac{\sqrt{1-\varepsilon^2}-1}{\varepsilon}\approx-\frac{\varepsilon}{2}\quad(|\varepsilon|\ll1).$$

The mean of $\sin2\varphi$ vanishes by symmetry. From the rotated operator, the coefficients along $x$ and $y$ become $\bar S\pm\Delta m/2$, and they differ by $\Delta m$.

For a 5% modulation, $m=-0.025$ and $\Delta m=0.0125\ \mathrm{nm^2/s}$. After 120 s the $x$ and $y$ amplitudes at 28.1 nm are in the ratio

$$\exp(-0.0125\times0.050\times120)=0.93 .$$

Unlike the swing within a turn, this error accumulates: its logarithm is proportional to the exposure. Turning faster with the same relative modulation does not cure it.

**Q:** What about terms you left out of the equation? Perhaps you removed the direction by choosing a simple model.

**A:** The decisive question is what each term is attached to. Any linear rate that depends on direction only through $\varphi-\theta$ has an average over $\varphi$ that is independent of $\theta$, since a shift of angle does not alter an integral over a full circle. For example, an added term $-D\,\partial_u^4h$ contributes $-Dk^4\cos^4(\varphi-\theta)$ to the rate. Using

$$\cos^4\alpha=\frac{3+4\cos2\alpha+\cos4\alpha}{8},$$

its average is $-\tfrac38Dk^4$, so $B$ becomes $B+3D/8$. With $D=0.30\ \mathrm{nm^4/s}$ the selected wavelength rises by the factor $\sqrt{1+0.1125/1.5}=1.037$, equally in all directions.

All of this assumes a single height field that responds at once to the current beam azimuth. If the surface layer responds with a delay, each mode obeys coupled equations whose operators at different azimuths need not commute. The long-time growth rate is then still the same for every $\theta$, but it can depend on $\Omega$, and the cancellation after whole turns is no longer exact at every speed.

A term fixed in the sample behaves differently. Direction-dependent transport on a crystal, modelled by $-C\,\partial_x^4h$, turns with the surface and is never averaged. For $C=0.15\ \mathrm{nm^4/s}$, the $x/y$ amplitude ratio at 28.1 nm after 120 s is $\exp(-0.15\times0.0025\times120)=0.96$.

**Q:** How close is any of this to a real process, and which neglected effect is largest?

**A:** The parameters are round values meant for the rough regime of argon milling of an amorphized silicon surface near 1 keV, where ripple wavelengths of tens of nanometres are a reasonable scale. They are not measured silicon coefficients. The amorphized layer matters because it makes the absence of sample-fixed anisotropy plausible; a crystalline metal film may break that assumption. At the chosen erosion speed of 0.2 nm/s, the exposure removes 24 nm.

Real surfaces also have quadratic slope terms. I added $\tfrac12(0.3\,h_u^2+0.2\,h_w^2)$, with coefficients in nm/s, to the rotating calculation. The final surface then differed from the linear one by 8.2% of the latter's rms roughness, with mean heights removed; other random starting surfaces give about 7 to 8%. Halving the initial roughness halved this to 4.1%, as expected of a quadratic term. The two coefficients are trial values, not derived from the erosion speed and $\gamma$. Real ones can be several times larger or of the opposite sign. Enlarging both by the same factor enlarges the effect, while opposite signs partly offset each other under rotation. Longer exposures of an unstable surface will eventually make the linear result useless.

Atoms also leave at random. If removals are independent and each takes $0.020\ \mathrm{nm^3}$, the number leaving an area $\lambda^2$, with $\lambda=28.1$ nm, fluctuates by its square root. The mean height of that patch then fluctuates by

$$\sqrt{\frac{0.020\times0.2\times120}{28.1^2}}\ \mathrm{nm}=0.025\ \mathrm{nm}.$$

Compare this with the initial roughness at the same scale, not with all of it. The initial variance of $0.010\ \mathrm{nm^2}$ is spread about evenly over the disc $k^2<0.20\ \mathrm{nm^{-2}}$, whose area is $0.20\pi\ \mathrm{nm^{-2}}$. One mode of a patch of width $\lambda$ occupies $(2\pi/\lambda)^2=0.050\ \mathrm{nm^{-2}}$ of it, so its share is

$$\sqrt{0.010\times\frac{0.050}{0.20\pi}}\ \mathrm{nm}=0.028\ \mathrm{nm}.$$

The noise is nearly as large as the initial signal, which makes it the largest of the neglected effects estimated here. The estimate ignores smoothing and amplification during the exposure. With them included and all wavelengths summed, independent removals alone add about 0.09 nm rms, which raises the final roughness of the first example to about 0.13 nm. The estimate also treats atoms as leaving one at a time, whereas one ion can eject several at the same spot. With a Poisson-distributed yield of mean $Y$ per ion the variance is larger by $1+Y$, so $Y=2$ gives 0.043 nm, more than the initial share. The gains calculated above therefore describe what happens to the initial surface, not the whole roughness of a real one this smooth. Independent removals favour no lateral direction, but those that occur during a turn see only the rest of it. Even after whole turns, the roughness they cause can therefore keep an axis set by the final azimuth. Each contribution departs from its averaged course by no more than the bound found above, about 1.2% in amplitude at this wavelength and 10 rpm, so this axis does not build up from turn to turn.

Beam nonuniformity, shadowing and heating are not sized here. The numerical output lists the values behind these estimates.

**Q:** Then what would persuade you that the averaging had failed in an experiment?

**A:** A preferred axis that stays fixed in the sample, strengthens with exposure and recurs in the same direction over many separate areas, on a surface that had none at the start. One small image is not enough: it holds few ripples, so it can show an axis by chance, and that axis may strengthen as the range of wavelengths narrows. The initial condition matters, because the averaged equation also amplifies any texture already present, such as scratches, if its wavelength lies in the unstable range. From a surface without a preferred axis at any wavelength, uniform rotation in the linear model can leave only the bounded swing of a partial turn. A growing axis that recurs would point to uneven dwell, anisotropy of the sample itself, or an effect outside the model. Isotropic ripples would not count against the averaging: they are what it predicts when $S_1+S_2<0$.

## Values computed for the example and the checks

```
curvature coefficient along beam: -0.40 nm^2/s
curvature coefficient across beam: 0.10 nm^2/s
arithmetic mean: -0.150 nm^2/s
difference along minus across: -0.50 nm^2/s
smoothing coefficient B: 1.50 nm^4/s
drift coefficient: 0.30 nm/s
erosion speed: 0.20 nm/s
rotation: 10 rpm = 1.0472 rad/s; period 6.0 s
exposure: 120 s = 20 turns
depth removed: 24.0 nm
initial rms roughness: 0.10 nm
final rms roughness, rotated, linear: 0.1011 nm
selected wave number, static: 0.3651 1/nm
selected wavelength, static: 17.21 nm
peak growth rate, static: 0.02667 1/s
selected wave number, rotated: 0.2236 1/nm
selected wavelength, rotated: 28.10 nm
peak growth rate, rotated: 0.00375 1/s
amplitude gains at the rotated selected wavelength:
  direction   0.0 deg: static 7.0287, rotated 1.5683
  direction  53.1 deg: static 1.0305, rotated 1.5683
  direction  90.0 deg: static 0.3499, rotated 1.5683
  direction 143.1 deg: static 2.3869, rotated 1.5683
largest relative mode error, 10 rpm: 4.6e-07
largest relative mode error, one turn in 120 s: 7.9e-09
largest relative mode error, partial turn: 1.9e-08
largest log-amplitude swing, 10 rpm: 0.0119
largest log-amplitude swing, one turn in 120 s: 0.2387
radius of circular drift, 10 rpm: 0.2865 nm
second pair: along -0.10, across 0.20 nm^2/s
second pair, mean: 0.050 nm^2/s
second pair, largest static gain on grid: 1.2210
second pair, largest rotated gain on grid: 0.9874
second pair, rotated gain of mode (4,0): 0.6864
wavelength of mode (4,0): 35.12 nm
speed modulation: 5.0 %
mean cos(2 azimuth) from modulation: -0.02502
residual coefficient difference x-y: 0.01251 nm^2/s
x/y amplitude ratio from modulation: 0.9277
beam-tied quartic coefficient: 0.30 nm^4/s
wavelength factor from beam-tied quartic: 1.0368
sample-fixed quartic coefficient: 0.15 nm^4/s
x/y amplitude ratio from sample-fixed term: 0.9560
quadratic coefficients along, across: 0.3, 0.2 nm/s
relative change by quadratic terms: 8.24 %
same at half the initial roughness: 4.08 %
assumed volume per removed atom: 0.020 nm^3
counting noise over one squared wavelength: 0.0247 nm
```
